# How fast does a slab's spurious surface-state splitting fall with thickness?

**Question**

I am preparing slab calculations for growth on Si(111), starting with an unreconstructed slab that has one dangling bond per surface atom on each face. Two identical, well-separated faces should give two surface levels at the same energy. In a thin slab they are split, and I want to know how thick the slab must be before this stops mattering.

As a toy model I use an open chain of $N$ cells, one per double layer. Each cell has two orbitals, $a_n$ and $b_n$. The hopping is $v=2.4$ eV inside a cell and $w=4.0$ eV between cells, so the bond at each end of the chain is a weak one. Diagonalizing the matrix gives two levels in the gap, split by 691, 405 and 241 meV for $N=4,5,6$.

The successive ratios are 0.587 and 0.594, so the decay is nearly geometric, but not quite. I tried a complex wavevector and got stuck at a transcendental equation for it. What sets the ratio, does it settle to a limit, and can I trust it for a real slab?

**Answer**

The transcendental equation need not be solved in closed form: its large-$N$ behaviour is enough. It helps to look first at one surface alone.

**The equations**

Take one electron, orthonormal orbitals, and all site energies equal to zero. Let $v,w>0$ and $r=v/w<1$. The signs of the hoppings do not matter here: in an open chain with nearest-neighbour hopping, each can be changed by reversing the signs of orbitals further along. Writing $a_n,b_n$ also for the amplitudes, we have

$$E a_n=v b_n+w b_{n-1},\qquad E b_n=v a_n+w a_{n+1},$$

with $b_0=0$ and $a_{N+1}=0$, because those sites are absent.

**One surface has one level, at zero**

Let the chain start at $n=1$ and never end. At $E=0$ the first equation gives $b_1=0$, then $b_2=0$, and so on. The second gives

$$a_{n+1}=-r\,a_n .$$

The state therefore lives on the $a$ orbitals and shrinks by $r$ per cell. Its norm is $a_1^2(1+r^2+r^4+\dots)=a_1^2/(1-r^2)$, so the end orbital carries the weight $1-r^2$, which is 0.64 for your numbers.

There is no second level for it to split from. The same solution works in a finite chain with one extra orbital $a_{N+1}$ after $b_N$: every equation for $b_n$ is still satisfied, and the energy is still zero. That chain has a weak bond at one end only. The splitting in your slab is thus a product of the second weak-bond end and the state it carries, which is why it is spurious if you want the properties of a single surface.

**A first estimate of the splitting**

In your chain, call the left state $L$ and its mirror image on the $b$ orbitals $R$. Applying the Hamiltonian to $L$ gives zero on every site except $b_N$. There the term $w a_{N+1}$ is missing, and $v a_N$ remains. With $a_1=b_N=\sqrt{1-r^2}$, the coupling is

$$|\langle R|H|L\rangle|=b_N\,v\,|a_N|=(1-r^2)\,v\,r^{N-1}=w(1-r^2)r^N .$$

Two levels at the same energy with this coupling split by twice its size. This suggests $\Delta_N\approx 2w(1-r^2)r^N$. The estimate leaves out the band states and uses the norm of an endless chain, so its accuracy has to be established.

**The finite chain without approximation**

First, $E=0$ is impossible in your chain. It would force all $b_n=0$ from the left and all $a_n=0$ from the right. We may therefore multiply the first equation by $E$ and eliminate the $b$ amplitudes. For $n\ge2$,

$$E^2a_n=v(va_n+wa_{n+1})+w(va_{n-1}+wa_n)$$
$$\phantom{E^2a_n}=(v^2+w^2)a_n+vw(a_{n+1}+a_{n-1}).\tag{1}$$

For $n=1$ the term with $b_0$ is absent, so $E^2a_1=v^2a_1+vwa_2$. This has the form (1) if we define a fictitious $a_0$ by

$$w a_1+v a_0=0.\tag{2}$$

A wave with real $k$ in (1) gives the bulk bands, $E^2=v^2+w^2+2vw\cos k$. Their smallest $|E|$ is $w-v$, at $k=\pi$, so the gap is $2(w-v)=3.2$ eV. A level inside the gap needs $\cos k<-1$. Put $k=\pi+i\kappa$ with $\kappa>0$, for which $\cos k=-\cosh\kappa$. The solution that vanishes at $n=N+1$ is

$$a_n=(-1)^n\sinh[(N+1-n)\kappa].$$

Write $S_m=\sinh(m\kappa)$. Then $a_0=S_{N+1}$ and $a_1=-S_N$, and (2) becomes

$$r=\frac{S_N}{S_{N+1}}.\tag{3}$$

This is presumably the equation that stopped you. Its right side falls steadily as $\kappa$ grows. The derivative of its logarithm is $N\coth(N\kappa)-(N+1)\coth[(N+1)\kappa]$, which is negative because $y\coth y$ increases with $y$: its derivative is $(\sinh y\cosh y-y)/\sinh^2y>0$. The right side starts at $N/(N+1)$ for $\kappa\to0$ and tends to zero for large $\kappa$. Hence there is one solution if

$$r<\frac{N}{N+1},$$

and none otherwise. For $r=0.6$ this means $N>1.5$, so two cells suffice.

For the energy, (3) lets us write $v=cS_N$ and $w=cS_{N+1}$. Then

$$E^2=v^2+w^2-2vw\cosh\kappa$$
$$\phantom{E^2}=c^2\left[(S_{N+1}-S_N\cosh\kappa)^2+S_N^2(1-\cosh^2\kappa)\right].$$

The addition theorem gives $S_{N+1}-S_N\cosh\kappa=\cosh(N\kappa)\sinh\kappa$. The square bracket is therefore $\sinh^2\kappa\,[\cosh^2(N\kappa)-\sinh^2(N\kappa)]=\sinh^2\kappa$. With $c=w/S_{N+1}$,

$$E=\pm\varepsilon,\qquad \varepsilon=\frac{w\sinh\kappa}{\sinh[(N+1)\kappa]}.\tag{4}$$

Both signs occur, since $b_n=(va_n+wa_{n+1})/E$ supplies a valid state for each.

No other level is in the gap. For real $k$, $a_n=\sin[(N+1-n)k]$ turns (2) into

$$v\sin[(N+1)k]+w\sin(Nk)=0.$$

At $k_j=j\pi/(N+1)$, with $j=1,\dots,N$, the left side equals $(-1)^{j+1}w\sin k_j$. Its sign alternates, so there are $N-1$ roots between these points. Each gives two band levels $\pm E$. Together with the end pair this makes $2(N-1)+2=2N$, the full number.

**The limit of many cells**

Let $q=e^{-\kappa}$. Writing out the hyperbolic sines in (3) and (4) gives

$$r=q\,\frac{1-q^{2N}}{1-q^{2N+2}},\qquad \varepsilon=w\,\frac{q^N(1-q^2)}{1-q^{2N+2}}.$$

At fixed $\kappa$ the right side of (3) tends to $e^{-\kappa}$ as $N$ grows. Since it is monotonic in $\kappa$, its root must obey $q\to r$. That alone is not enough, because $q$ enters $\varepsilon$ to the power $N$. Solving the first relation for the prefactor $q$,

$$q=r\,\frac{1-q^{2N+2}}{1-q^{2N}}=r\left[1+\frac{q^{2N}(1-q^2)}{1-q^{2N}}\right]\simeq r\left[1+(1-r^2)r^{2N}\right].$$

The relative difference between $q$ and $r$ is exponentially small, so it remains negligible after multiplication by $N$, and $q^N/r^N\to1$. Therefore

$$\boxed{\Delta_N=2\varepsilon\to 2w(1-r^2)\,r^N,\qquad \frac{\Delta_{N+1}}{\Delta_N}\to r=\frac vw .}$$

The limiting ratio is the weak hopping divided by the strong one. The first estimate was correct to leading order.

The deviation you noticed comes mostly from the next term, which accounts for 88% of it at $N=4$ and 95% at $N=5$. To first order in $r^{2N}$, the factor $q^N$ contributes the relative change $N(1-r^2)r^{2N}$, the factor $1-q^2$ contributes $-2r^2r^{2N}$, and the denominator contributes $+r^2r^{2N}$. The relative correction to the asymptotic splitting is thus

$$C_N=r^{2N}\left[N(1-r^2)-r^2\right].$$

The ratio is $r(1+C_{N+1}-C_N)$ to this order, and

$$C_{N+1}-C_N=-r^{2N}(1-r^2)\left[N(1-r^2)-2r^2\right].$$

This is negative at large $N$, so the ratio approaches $r$ from below.

**Your numbers**

For $N=4$, solving (3) numerically gives $\kappa=0.499$ and $q=0.6071$. Then

$$\Delta_4=2(4.0\ \text{eV})\frac{0.6071^4(1-0.6071^2)}{1-0.6071^{10}}=0.691\ \text{eV},$$

as you found. The asymptotic formula, $5.12\ \text{eV}\times0.6^N$, gives 0.664 eV. Diagonalizing longer chains gives:

| $N$ | $\Delta_N$ (meV) | asymptotic (meV) | $\Delta_{N+1}/\Delta_N$ |
|---|---|---|---|
| 4 | 691.0 | 663.6 | 0.5866 |
| 6 | 240.7 | 238.9 | 0.5973 |
| 8 | 86.1 | 86.0 | 0.5995 |
| 12 | 11.1 | 11.1 | 0.6000 |
| 13 | 6.7 | 6.7 | 0.6000 |

Suppose you want less than 10 meV. The condition $5.12\times0.6^N<0.010$ gives $N>\ln512/\ln(1/0.6)=12.2$, hence 13 cells. With a rough lattice constant of 0.543 nm, a double layer takes up $0.543/\sqrt3=0.3135$ nm, and 13 periods make 4.1 nm (3.8 nm between the outer atomic planes). Its splitting is 6.7 meV, or $2.5\times10^{-4}$ hartree.

In terms of thickness the splitting falls as $e^{-L/\ell}$, with $\ell=0.3135\ \text{nm}/\ln(1/0.6)=0.61$ nm. This is the decay length of the amplitude, not of the density, because the coupling contains the tail of one state to the first power.

**What changes the prefactor, and what changes the ratio**

*Relaxed end bonds.* Replace both end hoppings by $v'=sw$. The zero-energy state now has $a_2=-sa_1$, followed by factors $-r$. Its norm is $a_1^2[1+s^2/(1-r^2)]$, its last amplitude has size $a_1sr^{N-2}$, and the last bond is $sw$. The first estimate becomes

$$\Delta_N\simeq\frac{2ws^2r^{N-2}}{1+s^2/(1-r^2)}.$$

The ratio remains $r$. With end bonds 10% weaker, the splitting at 13 cells drops from 6.7 to 5.8 meV.

*The same potential $u$ on both end orbitals.* For one surface, try $a_n=A(-q)^{n-1}$ and $b_n=B(-q)^{n-1}$. The equations for $a_n$ are $EA=vB-wB/q$ in the interior and $EA=uA+vB$ at the end. Subtracting them gives $B=-uqA/w$, and hence $E=u(1-rq)$. Inserting both in $EB=(v-wq)A$ gives

$$w^2(q-r)=u^2q(1-rq).$$

For $0<|u|<w$ there is a root with $r<q<1$, so the state decays more slowly. The tail that reaches the other face scales as $q^N$, and so does the splitting. For $u=1$ eV, $q=0.624$; diagonalization at $N=20$ and 21 gives the same ratio. The pair moves to 0.63 eV above midgap, and the 13-cell splitting rises to 9.8 meV. The simple ratio $v/w$ thus belongs to surface states at midgap.

*Unequal faces.* Let the end energies be $\pm\delta/2$, with $\delta\ll w$. Each state feels its own end energy with weight $1-r^2$, so the two-level problem gives

$$\Delta\simeq\sqrt{\Delta_N^2+(1-r^2)^2\delta^2}.$$

For $\delta=0.1$ eV, the 13-cell slab has a separation of 64 meV, and doubling its thickness leaves 64 meV. This part is a real difference between the faces, and thickness does not remove it.

**How far to trust this for silicon**

Your hoppings are rough effective values. Their gap of 3.2 eV is of the size of silicon's direct gap, whereas the fundamental, indirect gap is about 1.1 eV. In a periodic slab each in-plane wavevector has its own effective chain, and therefore its own decay. The gap that counts is that of the bulk bands projected onto this wavevector, not the indirect gap. In the $sp^3s^*$ tight-binding model of silicon the projected gap is about 2 eV or more across the surface zone, and with Vogl's parameters the slowest decay among the wavevectors sampled is at the zone centre, with a ratio of 0.59 and 12 double layers for 10 meV. These figures depend on the parameters. Shifting the energies of the surface atoms by $\pm0.5$ eV moves the ratio between 0.56 and 0.63 and the thickness between 11 and 13 double layers. Of two $sp^3d^5s^*$ sets, Boykin's gives 0.59 and 12 at the zone centre, while in Jancu's the level there lies at the conduction-band edge. At $\bar M$ the envelope of the splitting falls by about 0.59 (Boykin) and 0.62 (Jancu, 13 double layers needed) per double layer, so the zone edge has to be checked as well. Purely to see how sensitive the chain is to its gap, keep $v+w=6.4$ eV fixed and reduce the gap to 1.1 eV, which is smaller than the projected gap of these models. Then $v=2.925$ eV, $w=3.475$ eV and $r=0.84$, and diagonalization puts the 10 meV target at 31 cells, or 9.7 nm. At the parameter values used here, this moves the thickness more than the other changes that leave the faces equal; a much larger end potential can do as much ($u=3.5$ eV needs 35 cells). A hopping of 0.2 eV between neighbouring orbitals of the same kind ($a_n$ to $a_{n+1}$, $b_n$ to $b_{n+1}$) changes the ratio only to 0.603.

The model also omits reconstruction, which clean Si(111) does undergo, in-plane dispersion, and self-consistent charge transfer. Electron repulsion is not small on this scale. A charge localised over 0.61 nm, with a rough surface permittivity of $(11.7+1)/2=6.35$, has an energy $e^2/(4\pi\epsilon_0\epsilon_r\ell)\approx0.4$ eV, far above 6.7 meV. Only the order of magnitude is meant: the density decays over $\ell/2=0.31$ nm, and that length would double the estimate. The splitting is therefore a measure of one-electron finite-size error, not a prediction of an excitation energy. At a rough growth temperature of 900 K, $k_BT$ is 78 meV, and the model splitting is below that from 9 cells on.

For your own slab, compute the splitting at several thicknesses with the two faces kept identical, at the in-plane wavevector of interest. If successive ratios have settled, use that ratio to extrapolate. With several orbitals per atom they need not settle: away from the zone centre the splitting can oscillate with thickness, and then only its envelope can be extrapolated. At $\bar K$ these tight-binding models give no splitting at all unless the number of double layers is a multiple of three, so a zero at one thickness does not show convergence. If the separation levels off instead, there are two suspects. One is a difference between the faces. The other is coupling through the vacuum of a periodic supercell: a hopping $t$ between the two end orbitals leaves a splitting $2(1-r^2)|t|$ in a thick slab, 12.8 meV for $t=0.01$ eV, even with identical faces. On the way to that limit the chain alternates, because the coupling through the slab changes sign with each added cell: for $t=0.01$ eV the splitting is 31.4, 1.7, 19.5 and 8.8 meV at $N=11$ to 14, so the 12-cell slab looks converged although its own splitting is 11.1 meV. Widening the vacuum tells the two apart.
